# The EXAFS formula from final-state interference, and its displaced Fourier peaks, part 2

An x-ray lifts a 1s electron of an absorber at the origin to energy \(E=k^2/2\). Neighbours change its absorption from \(\mu_0\) to \(\mu\), and \(\chi=\mu/\mu_0-1\) is sought. One electron moves in non-overlapping spherical potentials \(V\), in atomic units (\(\hbar=m=e=1\)). For polarization \(\boldsymbol\varepsilon\), the dipole operator leaves a real p-type source \(s\) inside the absorber, whose p-wave phase shift is \(\delta_1\) and scattering amplitude \(f_c\). A neighbour at \(R\hat{\mathbf z}\) has phase shifts \(\eta_l\), \(t_l=e^{i\eta_l}\sin\eta_l\) and amplitude \(f\).

The first derivation used \(\mu\propto-\mathrm{Im}\,\langle s|G|s\rangle\), where \(G=(E-H+i0)^{-1}\) and \(Gs\) is the wave driven by \(s\). This wave crosses the absorber going out and returning, which gives \(2\delta_1\). For polarization along the bond,

\[
\chi=\mathrm{Re}\left[e^{2i\delta_1}C\right],\qquad C=3\sum_l(2l+1)\,i\,t_l\,[h_l'(kR)]^2,
\]

with spherical Bessel functions \(h_l=j_l+in_l\). At large \(kR\),

\[
\chi(k)=-\frac{3|f(\pi)|}{kR^2}\sin\left[2kR+2\delta_1+\arg f(\pi)\right].
\]

For \(\chi=-A\sin[2kR+\phi]\), \(\phi=2\delta_1+\arg f(\pi)\), the Fourier transform with weight \(w(k)\) has centroid

\[
\langle r\rangle=R+\frac12\left\langle\frac{d\phi}{dk}\right\rangle,
\]

averaged with weight \(B^2\), \(B=wA\).

The second derivation integrates, over incident directions \(\hat{\mathbf k}\), the squared overlap of the electron wave with \(s\). A plane wave reaching the core along \(\hat{\mathbf q}\) contributes \(\hat{\mathbf q}\cdot\boldsymbol\varepsilon\) times a common factor that cancels in \(\mu/\mu_0\). That factor contains \(e^{i\delta_1}\), so \(2\delta_1\) must arise elsewhere.

The example has six neighbours at 2.50 Å and wells \(-(Z/r)e^{-r/a}\), cut at \(R/2\) and shifted to vanish there: absorber \(Z=30\), \(a=0.30\) bohr; neighbours \(Z=8\), \(a=0.45\) bohr. With \(\sigma^2=0.005\) Å², \(\lambda=10\) Å and weight \(k^3\) times a sine-squared window from 3 to 14 Å⁻¹, the plane-wave signal peaks at 2.305 Å, 0.195 Å short; the predicted centroid is 2.304 Å.

A separate test solved two Gaussian wells on a grid: absorber \(-8e^{-(r/0.6)^2}\), neighbour \(-6e^{-(r/0.5)^2}\) (hartree, bohr).

### Three ways to arrive

Let \(u=\cos\theta=\hat{\mathbf k}\cdot\hat{\mathbf z}\), and let \(\Theta\) be the angle between \(\boldsymbol\varepsilon\) and the bond. Three waves are needed at the order sought.

The incident wave reaches the core directly, with amplitude 1 and direction \(\hat{\mathbf k}\).

The incident wave also reaches the neighbour, with phase \(e^{ikRu}\), and is scattered towards the core. On arrival it is nearly a plane wave of direction \(-\hat{\mathbf z}\), with amplitude \(f(\alpha)e^{ikR(1+u)}/R\). The scattering angle \(\alpha\) lies between \(\hat{\mathbf k}\) and \(-\hat{\mathbf z}\), so \(\cos\alpha=-u\).

Finally, the incident wave can be scattered first by the absorber towards the neighbour, with amplitude \(f_c(\theta)e^{ikR}/R\), and then be scattered back with amplitude \(f(\pi)e^{ikR}/R\). It too arrives along \(-\hat{\mathbf z}\).

Both indirect waves carry \(\hat{\mathbf q}\cdot\boldsymbol\varepsilon=-\cos\Theta\). The relative transition amplitude is

\[
a(\hat{\mathbf k})=\hat{\mathbf k}\cdot\boldsymbol\varepsilon-\cos\Theta\left[\frac{f(\alpha)}R\,e^{ikR(1+u)}+\frac{f_c(\theta)f(\pi)}{R^2}\,e^{2ikR}\right].
\]

Without the neighbour, \(\int|a|^2d\Omega=\int(\hat{\mathbf k}\cdot\boldsymbol\varepsilon)^2d\Omega=4\pi/3\). Therefore

\[
1+\chi=\frac3{4\pi}\int|a|^2d\Omega .
\]

All terms up to order \(1/R^2\) are to be kept. There are three of them.

### Direct wave with the wave scattered by the neighbour

This cross term is formally of order \(1/R\), but its rapid phase reduces it to \(1/R^2\). Integration over azimuth replaces \(\hat{\mathbf k}\cdot\boldsymbol\varepsilon\) by \(u\cos\Theta\) and supplies a factor \(2\pi\):

\[
\chi_1=-\frac{3\cos^2\Theta}{4\pi}\,\frac{4\pi}{R}\,\mathrm{Re}\int_{-1}^1u\,f(\alpha)\,e^{ikR(1+u)}du .
\]

The factor \(4\pi\) is the 2 of the cross term times \(2\pi\). One integration by parts gives the leading behaviour, provided that \(f\) varies smoothly with angle on the scale set by \(kR\). At the upper limit \(u=1\), \(\alpha=\pi\). At the lower limit \(u=-1\), \(\alpha=0\). Hence

\[
\int_{-1}^1u\,f(\alpha)e^{ikR(1+u)}du\approx\frac{1}{ikR}\left[f(\pi)e^{2ikR}+f(0)\right].
\]

The plus sign before \(f(0)\) combines the minus sign of the lower limit with the value \(u=-1\). Since \(\mathrm{Re}(z/i)=\mathrm{Im}\,z\),

\[
\chi_1=-\frac{3\cos^2\Theta}{kR^2}\,\mathrm{Im}\left[f(\pi)e^{2ikR}+f(0)\right].
\]

The two limits are the two directions along the bond. In one of them the neighbour turns the electron back. In the other it stands in front of the absorber and scatters forward.

### The scattered intensity

The square of the neighbour's wave is also of order \(1/R^2\):

\[
\chi_2=\frac{3\cos^2\Theta}{4\pi R^2}\int|f|^2d\Omega .
\]

With \(f=k^{-1}\sum_l(2l+1)t_lP_l\), the orthogonality of the Legendre polynomials gives \(\int|f|^2d\Omega=(4\pi/k^2)\sum_l(2l+1)|t_l|^2\). For real phase shifts \(|t_l|^2=\sin^2\eta_l=\mathrm{Im}\,t_l\). Because \(P_l(1)=1\), the sum is \(k\,\mathrm{Im}f(0)\), and

\[
\int|f|^2d\Omega=\frac{4\pi}k\,\mathrm{Im}f(0).
\]

This is the optical theorem. It yields

\[
\chi_2=+\frac{3\cos^2\Theta}{kR^2}\,\mathrm{Im}f(0),
\]

which cancels the forward term in \(\chi_1\). The neighbour redirects electrons among the final directions, but at this order the redistribution by itself does not change the total. The oscillating backward term survives.

### The path that begins at the absorber

The last cross term contains

\[
\int(\hat{\mathbf k}\cdot\boldsymbol\varepsilon)\,f_c(\theta)\,d\Omega=\cos\Theta\,\frac{4\pi}k\,e^{i\delta_1}\sin\delta_1 .
\]

To obtain this, write the p-wave part of \(f_c\) as \((3/k)e^{i\delta_1}\sin\delta_1\cos\theta\) and use \(\int\cos^2\theta\,d\Omega=4\pi/3\). The other partial waves are orthogonal to \(\cos\theta\). Thus

\[
\chi_3=-\frac{3\cos^2\Theta}{kR^2}\,\mathrm{Re}\left[2e^{i\delta_1}\sin\delta_1\,f(\pi)e^{2ikR}\right].
\]

Now \(2e^{i\delta_1}\sin\delta_1=-i(e^{2i\delta_1}-1)\), and \(\mathrm{Re}(-iz)=\mathrm{Im}\,z\), so

\[
\chi_3=-\frac{3\cos^2\Theta}{kR^2}\,\mathrm{Im}\left[(e^{2i\delta_1}-1)f(\pi)e^{2ikR}\right].
\]

The \(-1\) cancels what was left of \(\chi_1\). The sum of the three terms is

\[
\boxed{\chi=-\frac{3\cos^2\Theta\,|f(\pi)|}{kR^2}\sin\left[2kR+2\delta_1+\arg f(\pi)\right].}
\]

For \(\Theta=0\) this is the result of the first half. The origin of \(2\delta_1\) looks different here. If \(\delta_1=0\), the absorber does not scatter the p wave, \(\chi_3\) vanishes, and \(\chi_1\) supplies the whole oscillation. If \(\delta_1\) is not zero, the interference with the path that begins at the absorber turns the phase of that oscillation by \(2\delta_1\).

### What each derivation assumes

Both derivations use one electron, non-overlapping spherical potentials and a source inside the absorber. Both discard repeated round trips between the two atoms. One additional round trip multiplies the signal by a factor of order \(f_c(\pi)f(\pi)/R^2\), which must be small. For the screened Coulomb atoms of the example its modulus is about 0.1 at 3 to 4 Å⁻¹ and 0.02 at 6 Å⁻¹.

They differ in their treatment of wave curvature. The driven wave keeps the spherical functions \(h_l'(kR)\) until the last step, so it provides a single-scattering result for finite \(kR\) and a correction to the asymptotic one. The sum over final states treats the waves exchanged by the atoms as plane waves from the start, and it needs a smooth \(f\) for the integral over directions. Its amplitude \(a\) is complete only to order \(1/R^2\) in \(\chi\), and the higher-order terms it generates must be discarded, not evaluated. For one neighbour of the example at 6 Å⁻¹, with \(\Theta=0\) and no damping, integrating \(|a|^2\) as it stands gives \(R^2\chi=0.006\) Å² at \(R=2.5\) Å, against \(-0.164\) Å² from the boxed formula. The difference falls roughly as \(1/R\), to 0.016 Å² at 25 Å. At ordinary bond lengths the accuracy of the formula should therefore be judged from the first derivation.

They also differ in what they require of the scattering. The second derivation needs the elastic final states to account for all the absorption, and its cancellation relies on \(|t_l|^2=\mathrm{Im}\,t_l\). If electrons lose energy in the neighbour, the elastic intensity is smaller than \((4\pi/k)\,\mathrm{Im}f(0)\), and the elastic directions alone no longer give the total. The response \(\langle s|G|s\rangle\) does not require a list of final states. It can be evaluated with a complex energy or an absorbing potential, which makes it the better starting point for damping.

Several neighbours are simplest in the first derivation. To first order in the neighbours' scattering their returning waves add, so \(\chi\) is a sum over bonds. In the second, the squared modulus also contains products of waves from two different neighbours. After integration over directions these carry a further inverse power of distance, through the separation of the two neighbours. They belong to the same order as paths that visit both neighbours, and such paths are absent from the single-scattering formula. They need not be negligible when one atom stands in front of another and scatters strongly forward.

The factor \(\cos^2\Theta\) is a leading-order statement. For polarization across the bond the outgoing p wave has a node along the bond. Near the neighbour its amplitude is proportional to the transverse displacement divided by \(R\), and the same reduction occurs on return. A partial wave \(l\) of the neighbour samples displacements of order \(l/k\), so the signal is smaller by order \(l^2/(kR)^2\), and at fixed \(k\) the ratio falls as \(1/R^2\). For the two Gaussian wells at \(k=2\) bohr⁻¹, the grid solution gives a ratio of across-bond to along-bond signal of 0.0045 at \(R=6\) bohr and 0.0011 at 12 bohr, close to the expected fall by four. The isotropic average of \(\cos^2\Theta\) is \(1/3\), which turns the factor \(3\cos^2\Theta\) into 1.

### Damping

Let the bond length fluctuate as \(R+u\), where \(u\) is Gaussian with variance \(\sigma^2\). Then \(\langle e^{2iku}\rangle=e^{-2\sigma^2k^2}\), and differentiation with respect to \(k\) gives \(\langle u\,e^{2iku}\rangle=2ik\sigma^2e^{-2\sigma^2k^2}\). Expanding \(1/(R+u)^2\) to first order in \(u/R\),

\[
\left\langle\frac{e^{2iku}}{(1+u/R)^2}\right\rangle\approx e^{-2\sigma^2k^2}\left(1-\frac{4ik\sigma^2}R\right).
\]

The bracket is a small phase \(-4k\sigma^2/R\). By the centroid formula it moves the peak by \(-2\sigma^2/R\), which is \(-0.004\) Å for the parameters of the example. The loss factor introduced next also depends on \(R+u\), and in the same way it adds \(-2\sigma^2/\lambda=-0.001\) Å. Both shifts were left out of the example's signal, and they are small beside the displacement of 0.195 Å.

Inelastic loss along the path is represented by \(k\to k+i/\lambda\) in the factor \(e^{2ikR}\), which then acquires \(e^{-2R/\lambda}\). Here \(\lambda\) is the length over which the amplitude falls by \(e\), and the intensity falls by \(e\) over \(\lambda/2\). The scattering phases and \(|f(\pi)|\) are kept at real \(k\). This is an approximation: for the atoms of the example, using the complex \(k\) in them as well would raise the amplitude by 3 to 4% between 4 and 12 Å⁻¹ and move the peak by less than 0.001 Å. With both damping factors, an isotropic sample has

\[
\chi(k)=-\sum_j\frac{|f_j(\pi)|}{kR_j^2}\,e^{-2\sigma_j^2k^2-2R_j/\lambda}\sin\left[2kR_j+2\delta_1+\arg f_j(\pi)\right].
\]

### The sign of the phase slope

Consider a smooth, finite potential that is weak compared with the electron's energy, and let \(k\) be large compared with the inverse of its width. To first order,

\[
\delta_1\approx-2k\int V(r)\,j_1^2(kr)\,r^2dr .
\]

At large \(kr\) the function \((kr)^2j_1^2(kr)\) oscillates about \(\tfrac12\), so

\[
\delta_1\approx-\frac1k\int_0^\infty V\,dr,\qquad \frac{d\delta_1}{dk}\approx\frac1{k^2}\int_0^\infty V\,dr .
\]

An attractive potential makes the slope negative. Inside it the local wavenumber is \(\kappa=\sqrt{k^2-2V}\), which is greater than \(k\). The additional phase \(\int(\kappa-k)\,dr\) is positive, but it shrinks as \(k\) grows, because \(d\kappa/dk=k/\kappa<1\). The Fourier transform measures distance by the rate at which phase grows with \(k\). A stretch of path inside an attractive atom therefore counts for less than its length.

For a Gaussian well 1 hartree deep with width parameter 0.6 bohr, radial integration at \(k=20\) bohr⁻¹ gives a slope of \(-0.00130\) bohr, against \(-0.00133\) bohr from the estimate. A barrier of the same height gives \(+0.00124\) bohr. Under these conditions a repulsive absorber would move the peak outwards.

The estimate cannot be applied as it stands to the screened Coulomb wells, for which \(\int V\,dr\) diverges at the nucleus. Nor does a negative slope prove attraction. Outside a hard sphere of radius \(b\) with \(kb\gg1\), the p wave must vanish at \(r=b\), so \(\delta_1=\pi/2-kb\) up to multiples of \(\pi\), and the slope is \(-b\).

The numerical phases of the example show that even an attractive neighbour need not have a phase that falls throughout. Between 4 and 6 Å⁻¹, \(2\delta_1\) drops from \(-2.029\) to \(-2.773\), while \(\arg f(\pi)\) rises from \(-1.141\) to \(-1.092\). Half the slope of their sum is

\[
\frac12\,\frac{-0.744+0.049}{2}=-0.174\ \text{Å}.
\]

Between 8 and 10 Å⁻¹ the two phases change by \(-0.537\) and \(-0.266\), and half the slope is \(-0.201\) Å. A weight that favours small \(k\) should therefore move the peak slightly outwards. With \(k^1\) in place of \(k^3\), the maximum is indeed at 2.308 Å instead of 2.305 Å. The predicted centroid moves from 2.304 to 2.311 Å. These changes are small because half the slope of the total phase stays between about \(-0.18\) and \(-0.20\) Å from 5 to 12 Å⁻¹, and the window suppresses the lower end of the range, where the slope is much weaker.

A stronger departure is possible when \(f(\pi)\) comes close to zero. Its argument can then change by about \(\pi\) over a short interval of \(k\). The centroid formula still applies, but the transform may be distorted or split, and its highest point need not represent the bond.

### Recovering the bond length

If \(\phi(k)\) is known, the signal can be multiplied by \(e^{-i\phi}\) before it is transformed. The part at positive \(r\) then becomes \((i/2)\int B\,e^{2ik(R-r)}dk\). Since \(B\ge0\), its magnitude is greatest at \(r=R\), where all contributions have the same phase. For the plane-wave signal of the example this correction returns 2.500 Å.

A measured signal would not follow the plane-wave formula so closely. The spherical-wave expression \(\mathrm{Re}[e^{2i\delta_1}C]\), averaged over orientation with the small across-bond part neglected and given the same damping, can serve as synthetic data. Its uncorrected peak is at 2.286 Å. Correction with the plane-wave phase \(\phi\) moves the peak to 2.481 Å, which is 0.019 Å below the true distance. This remaining error comes from the curvature of the waves, since the potentials, damping and weight are the same in both signals. It is removed by taking the neighbour's phase from \(C\), with the factor \(i\,e^{2ikR}\) divided out, in place of \(\arg f(\pi)\). This phase depends only weakly on the distance at which \(C\) is evaluated, so the first estimate is close enough: evaluated at 2.481 Å, it moves the peak to 2.500 Å.

Numerical values quoted here were computed with a short program.
